# Curvature of the Rayleigh quotient at its stationary points

**Setting.** Let $A$ be a real symmetric $n\times n$ matrix with orthonormal eigenvectors $v_j$ and eigenvalues ordered as $E_1\le E_2\le\dots\le E_n$. For a real vector $x\neq0$ the Rayleigh quotient is

$$R(x)=\frac{N(x)}{D(x)},\qquad N=x^{T}Ax,\qquad D=x^{T}x .$$

If $A$ is a Hamiltonian matrix in an orthonormal basis, $R(x)$ is the energy expectation value of the state with coefficients $x$. Matrix elements and energies are in hartree, vectors are dimensionless and angles are in radians unless degrees are stated. Parts (d) to (f) use the model matrix $A=\mathrm{diag}(1,2,4)$ hartree, with unit coordinate vectors $e_1,e_2,e_3$.

## Part (a)

**Question.** Find the gradient of $R$ with respect to the components of $x$, all treated as independent. At which vectors does it vanish? Where is the symmetry of $A$ used?

**Answer.** Differentiate the numerator $N=\sum_{ij}x_iA_{ij}x_j$ with respect to $x_m$. The variable occurs once through $i=m$ and once through $j=m$:

$$\frac{\partial N}{\partial x_m}=\sum_jA_{mj}x_j+\sum_i x_iA_{im}=2(Ax)_m .$$

The two sums are equal because $A_{im}=A_{mi}$. For the denominator, $\partial D/\partial x_m=2x_m$. The quotient rule then gives

$$g_m\equiv\frac{\partial R}{\partial x_m}=\frac{2(Ax)_m}{D}-\frac{N}{D^2}\,2x_m .$$

Since $N/D=R$, this is

$$g=\frac{2}{D}\,(Ax-Rx).$$

If $g=0$, then $Ax=Rx$, so $x$ is an eigenvector with eigenvalue $R(x)$. Conversely, if $Ax=Ex$, then $R(x)=x^TEx/x^Tx=E$, and $g=0$. The stationary vectors are therefore the eigenvectors, of any nonzero length, and the stationary values are the eigenvalues.

For a matrix that is not symmetric, the two sums above combine to $(A+A^T)x$. The stationary vectors are then the eigenvectors of $(A+A^T)/2$, which in general are not those of $A$.

The gradient has no component along $x$, because

$$x^Tg=\frac{2}{D}(N-RD)=0 .$$

This expresses the fact that $R(cx)=R(x)$ for every $c\ne0$: a change of length does not change the energy.

## Part (b)

**Question.** Find the matrix of second derivatives $H_{ml}=\partial^2R/\partial x_m\partial x_l$ at a general $x$. Evaluate it at $x=s\,v_k$ with $s\neq0$, and give its eigenvectors and eigenvalues. What does the length $s$ do?

**Answer.** Write $g_m=2u_m/D$ with $u=Ax-Rx$. Two derivatives are needed. In the first, $R$ itself depends on $x$:

$$\frac{\partial u_m}{\partial x_l}=A_{ml}-R\,\delta_{ml}-x_m g_l,\qquad
\frac{\partial}{\partial x_l}\frac1D=-\frac{2x_l}{D^2}.$$

The product rule gives

$$H_{ml}=\frac2D\left(A_{ml}-R\,\delta_{ml}-x_mg_l\right)-\frac{4u_mx_l}{D^2}.$$

From the definition of $u$ we have $u_m=Dg_m/2$, so the last term equals $-2g_mx_l/D$. In matrix form,

$$H=\frac2D\,(A-R\,I)-\frac2D\left(xg^T+gx^T\right).$$

The result is symmetric, as a matrix of second derivatives must be.

At $x=s\,v_k$ we have $D=s^2$, $R=E_k$ and, by part (a), $g=0$. The second bracket vanishes and

$$H=\frac{2}{s^2}\,(A-E_kI).$$

Acting on an eigenvector of $A$,

$$Hv_j=\frac{2(E_j-E_k)}{s^2}\,v_j .$$

The Hessian therefore has the same eigenvectors as $A$. At a unit eigenvector, $s=1$, the curvatures are

$$\kappa_{j}=2(E_j-E_k),\qquad j=1,\dots,n .$$

The factor 2 comes from differentiating a quadratic form twice. The term $2A$ comes from the numerator, and the term $-2E_kI$ comes from the denominator. An admixture $\tau v_j$ changes the numerator by $\tau^2E_j$. It also increases the denominator by $\tau^2$, and to second order in $\tau$ this contributes $-\tau^2E_k$ to $R$.

The value for $j=k$ is zero. It belongs to the radial direction, in which $R$ is constant.

The factor $1/s^2$ appears because a sideways step of given size turns a longer vector through a smaller angle. In the model matrix, the second derivative at $e_1$ along $e_3$ is $2(4-1)=6$ hartree. At $2e_1$ it is $6/4=1.5$ hartree.

## Part (c)

**Question.** Restrict $R$ to the unit sphere. Show how the curvatures along great circles through $v_k$ are related to $H$. Use the result to determine the type of the stationary point when $E_k$ is not repeated. Can $R$ have a local minimum on the sphere above $E_1$?

**Answer.** A direction tangent to the sphere at $v_k$ is a unit vector orthogonal to $v_k$:

$$t=\sum_{j\ne k}c_jv_j,\qquad \sum_{j\neq k}c_j^2=1 .$$

The great circle leaving $v_k$ in this direction is $x(\theta)=\cos\theta\,v_k+\sin\theta\,t$. It has $x^Tx=1$, so $R=x^TAx$:

$$R(\theta)=\cos^2\theta\,E_k+2\sin\theta\cos\theta\,v_k^TAt+\sin^2\theta\,t^TAt .$$

The middle term is zero, since $v_k^TAt=E_kv_k^Tt=0$. In the last term $t^TAt=\sum_{j\ne k}E_jc_j^2$. Replacing $\cos^2\theta$ by $1-\sin^2\theta$ and using $\sum c_j^2=1$, we obtain

$$R(\theta)=E_k+\sin^2\theta\sum_{j\neq k}(E_j-E_k)\,c_j^2 .$$

The second derivative of $\sin^2\theta$ is $2\cos2\theta$, which equals 2 at $\theta=0$. Hence

$$\left.\frac{d^2R}{d\theta^2}\right|_{0}=2\sum_{j\ne k}(E_j-E_k)\,c_j^2=t^THt ,$$

with $H$ taken at the unit vector $v_k$. The curvature on the sphere agrees with the curvature along the straight line $v_k+\tau t$, although the great circle bends away from that line. The chain rule shows why:

$$\frac{d^2R}{d\theta^2}=x'^{\,T}Hx'+g^Tx'' .$$

The bending enters through $x''$, which is multiplied by the gradient, and the gradient is zero at $v_k$. For this $R$ the term vanishes at every point of the circle, stationary or not: there $x''=-x$, and $x^Tg=0$ by part (a). Hence $d^2R/d\theta^2=x'^{\,T}Hx'$ holds along the whole great circle.

If $E_k$ is not repeated, the $n-1$ curvatures $\kappa_j$ towards the other eigenvectors are all nonzero. Of these, $k-1$ are negative, belonging to the lower eigenvalues, and $n-k$ are positive. For $n\ge2$ it follows that

- $v_1$ is a minimum,
- $v_n$ is a maximum,
- $v_k$ with $1<k<n$ is a saddle with $k-1$ independent descending directions.

The formula for $R(\theta)$ holds for every $\theta$, and every unit vector lies on some great circle through $v_k$. For $k=1$ the sum is nonnegative, so $E_1$ is the global minimum. For $k=n$ it is nonpositive, so $E_n$ is the global maximum.

A stationary point with $E_k>E_1$ has the negative curvature $2(E_1-E_k)$ towards $v_1$. It cannot be a local minimum. A minimization of $R$ for a fixed symmetric $A$ therefore has no false minimum in which to become trapped. It can still end at a higher stationary point. Part (a) gives $v_1^Tg=2(E_1-R)\,v_1^Tx/D$, so a vector with no component along $v_1$, for example one of a different symmetry, has a gradient with no such component. In exact arithmetic, gradient descent from that vector stays orthogonal to $v_1$. In the model matrix a start with $x_1=0$ and $x_2\neq0$ then descends, with a small enough step, to the saddle value 2 hartree, not to 1 hartree. The trap is unstable. Near a unit vector $v_k$, a step $x\to x-\eta g$ multiplies the component along $v_1$ by $1+2\eta(E_k-E_1)>1$. In floating point, rounding errors can seed this component, for instance when $A$ is not diagonal in the working basis. The iteration then lingers at the saddle and leaves it only if it is continued long enough; a test for a small gradient can stop it there first.

The same formula shows that a small angular error $\theta$ in the eigenvector gives an energy error at most of order $\theta^2$. At a saddle this error can have either sign, and it is zero for every $\theta$ in directions with $\sum_{j\ne k}(E_j-E_k)c_j^2=0$, so a correct energy there does not prove a correct vector.

## Part (d)

**Question.** For $A=\mathrm{diag}(1,2,4)$ hartree, find all stationary points of $R$ on the unit sphere and classify them by their curvatures. In what sense may one say that $R$ has one minimum, one saddle and one maximum?

**Answer.** The condition $Ax=Rx$ reads, in components,

$$(1-R)x_1=0,\qquad(2-R)x_2=0,\qquad(4-R)x_3=0 .$$

If two components were nonzero, $R$ would have to equal two different numbers. So one component is nonzero, and unit length makes it $\pm1$. There are six stationary points: $\pm e_1$, $\pm e_2$ and $\pm e_3$.

The Hessians at the unit eigenvectors follow from $H=2(A-E_kI)$, in hartree:

$$H(e_1)=\mathrm{diag}(0,2,6),$$

$$H(e_2)=\mathrm{diag}(-2,0,4),$$

$$H(e_3)=\mathrm{diag}(-6,-4,0).$$

For example, the entries at $e_2$ are $2(1-2)=-2$, $2(2-2)=0$ and $2(4-2)=4$. The Hessian at $-e_k$ is the same, because $H$ depends there on $E_k$ and $s^2$.

The zero in each matrix is radial. The other two entries are the curvatures on the sphere. They are both positive at $\pm e_1$, of opposite sign at $\pm e_2$, and both negative at $\pm e_3$. The sphere thus carries two minima, two saddles and two maxima.

The count of one each is correct for lines through the origin, that is, when $x$ and $-x$ are regarded as the same point. This is the natural count in quantum mechanics, where the two vectors describe the same state. If complex coefficients are allowed, all vectors $e^{i\gamma}x$ describe the same state. The phase is then a second flat direction and each nonzero curvature occurs twice, so the saddle at $e_2$ has two descending real directions. In the full three-dimensional space there is no strict minimum or maximum, because $R$ does not change along the radial direction.

## Part (e)

**Question.** Turn the vector away from $e_2$ by $\theta=0.1$ rad, in a tangent direction at angle $\varphi$ from $e_1$ towards $e_3$. Find $R-2$ as a function of $\varphi$, and the directions in which it vanishes. Compare $R$ at $\varphi=0$ and $\varphi=90^\circ$ with the estimate from the curvature alone. How do the corresponding rings around $e_1$ and $e_3$ differ?

**Answer.** The tangent direction is $t=\cos\varphi\,e_1+\sin\varphi\,e_3$. With $E_1-E_2=-1$ and $E_3-E_2=2$, part (c) gives, in hartree,

$$R-2=\sin^2\theta\left(-\cos^2\varphi+2\sin^2\varphi\right).$$

This vanishes when $\tan^2\varphi=1/2$. The solution in the first quadrant is $\varphi=35.264^\circ$, and the signs of $\cos\varphi$ and $\sin\varphi$ give three more. On one turn around the ring, $R-2$ changes sign four times: two valleys lie around $\pm e_1$ and two ridges around $\pm e_3$. Since the bracket does not contain $\theta$, $R$ remains equal to 2 along the whole great circle in each of the level directions.

For $\theta=0.1$, $\sin^2\theta=0.009967$. The estimate from the curvature is $R\approx E_k+\tfrac12\kappa_j\theta^2=E_k+(E_j-E_k)\theta^2$.

- Towards $e_1$, $R=2-0.009967=1.990033$ hartree. The estimate is $2-0.01=1.990000$ hartree.
- Towards $e_3$, $R=2+2\sin^2\theta=2+0.019933=2.019933$ hartree. The estimate is $2+0.02=2.020000$ hartree.

The estimate exaggerates the shift from $E_2$ in both cases. The reason is the expansion $\sin^2\theta=\theta^2-\theta^4/3+\dots$, whose second term reduces the shift by the fraction $\theta^2/3$, here about 0.3 % of the shift.

On the ring around $e_1$, with $\varphi$ measured from $e_2$ towards $e_3$,

$$R-1=\sin^2\theta\,(\cos^2\varphi+3\sin^2\varphi).$$

This lies between $0.009967$ and $0.029900$ hartree and does not change sign. On the ring around $e_3$, with $\varphi$ measured from $e_1$ towards $e_2$,

$$R-4=-\sin^2\theta\,(3\cos^2\varphi+2\sin^2\varphi).$$

This lies between $-0.029900$ and $-0.019933$ hartree and is negative throughout.

## Part (f)

**Question.** For a plane $P$ through the origin, let $M(P)$ be the largest value of $R$ on the nonzero vectors of $P$. Find the smallest $M(P)$ among all planes for the model matrix. Is the minimizing plane unique? State and prove the corresponding result for the $k$-th eigenvalue of a general $A$.

**Answer.** Compare $P$ with the plane $Q=\mathrm{span}(e_2,e_3)$. Two planes through the origin in three dimensions share at least a line, since $2+2-3=1$. On $Q$,

$$R=\frac{2x_2^2+4x_3^2}{x_2^2+x_3^2}\ge2 .$$

So $P$ contains a vector with $R\ge2$, and $M(P)\ge2$ hartree for every $P$. The plane $\mathrm{span}(e_1,e_2)$ reaches this bound, because on it

$$R=\frac{x_1^2+2x_2^2}{x_1^2+x_2^2}\le2,$$

with equality at $e_2$. The smallest $M(P)$ is therefore 2 hartree, the value at the saddle.

The minimizing plane is not unique. Take the plane spanned by $e_2$ and $u=\cos\alpha\,e_1+\sin\alpha\,e_3$. Here $R(u)=\cos^2\alpha+4\sin^2\alpha=1+3\sin^2\alpha$, and $e_2^TAu=0$. For a unit vector in the plane,

$$R(\cos\beta\,e_2+\sin\beta\,u)=2\cos^2\beta+\sin^2\beta\,(1+3\sin^2\alpha)$$

$$=2+\sin^2\beta\,(3\sin^2\alpha-1).$$

The maximum over $\beta$ is 2 as long as $\sin^2\alpha\le1/3$, which is the same as $\tan^2\alpha\le1/2$. The plane may thus be tilted about $e_2$ by up to $35.264^\circ$ either way. This is the level angle of part (e): the plane can be tilted until it leaves the valley of the saddle.

For general $A$ the result is

$$E_k=\min_{\dim S=k}\ \max_{0\ne x\in S}R(x).$$

To prove it, let $S$ be any $k$-dimensional subspace and let $T=\mathrm{span}(v_k,\dots,v_n)$, which has dimension $n-k+1$. The two dimensions add up to $n+1$, so $S$ and $T$ share a nonzero vector $x=\sum_{j\ge k}c_jv_j$. For it,

$$R(x)=\frac{\sum_{j\ge k}E_jc_j^2}{\sum_{j\ge k}c_j^2}\ge E_k ,$$

and the maximum on $S$ is at least $E_k$. On $S=\mathrm{span}(v_1,\dots,v_k)$ the same average contains eigenvalues up to $E_k$, so there $R\le E_k$, with equality at $v_k$. The bound is reached.

This subspace contains the $k-1$ eigenvector directions that descend from $v_k$ when $E_k$ is not repeated. The min-max value can therefore be found by minimization over subspaces, although $v_k$ itself is not a minimum of $R$ when $E_k>E_1$.

## Part (g)

**Question.** Replace the model matrix by $\mathrm{diag}(1,1,4)$ hartree. What remains of the curvature formula and of the classification?

**Answer.** The derivation in part (b) did not assume distinct eigenvalues, so the curvature formula remains valid. At $e_1$ it gives

$$H(e_1)=2\,\mathrm{diag}(1-1,\,1-1,\,4-1)=\mathrm{diag}(0,0,6)\ \text{hartree}.$$

There are now two zeros. One is radial, as before. The other belongs to the tangent direction $e_2$. For a general function a zero curvature does not decide the behaviour. Here it does: part (c) gives $R(\theta)=E_k+\tfrac12\sin^2\theta\,t^THt$, so $R$ is constant along the great circle through $e_1$ and $e_2$. The full expression on the unit sphere shows the same:

$$R=x_1^2+x_2^2+4x_3^2=1+3x_3^2 .$$

$R$ equals 1 on the entire circle $x_3=0$. The isolated minima have been replaced by a circle of minima, and no separate saddle is left. The maxima at $\pm e_3$ remain isolated, with both tangent curvatures equal to $2(1-4)=-6$ hartree.

Physically, any normalized combination of two degenerate states has the same energy, so the energy cannot select one of them. If the two eigenvalues differ by a small gap $\delta$, the curvature between their eigenvectors is $\pm2\delta$. The energy then depends only weakly on the mixing angle, and a small energy error does not by itself guarantee an accurate eigenvector.

Numbers in the example were calculated in double precision.
